# Homogeneous coercive field of a uniaxial ferroelectric with quartic Landau energy: verification in Python

```python
"""Homogeneous coercive field of a uniaxial quartic ferroelectric.

Result under test: for f(P) = (a/2) P^2 + (b/4) P^4 with a < 0 < b,
the well polarized against the field disappears at
    E_c = 2 |a| P_s / (3 sqrt(3)),   P_s = sqrt(|a|/b).
P: polarization, P_s: its zero-field value, E: field in the film,
a, b: Landau coefficients, g: coefficient of (g/2)|grad P|^2,
chi: small-signal susceptibility at P_s. SI units are used internally.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

eps0, q_e, k_b = const.epsilon_0, const.e, const.k
ROOT3 = np.sqrt(3.0)


def coercive_formula(a, b):
    return 2 * abs(a) * np.sqrt(abs(a) / b) / (3 * ROOT3)


def field_removing_well(energy, p_s):
    """Bisect for the opposing field at which the positive well vanishes."""
    grid = np.linspace(0, 1.5 * p_s, 20001)
    f = energy(grid)
    low = 0.0
    high = 10 * (energy(0.0) - energy(p_s)) / p_s
    for _ in range(60):
        field = (low + high) / 2
        if np.any(np.diff(f + field * grid) < 0):
            low = field
        else:
            high = field
    return (low + high) / 2


# Sampled energies against the formula, in both coefficient conventions.
for a, b in [(-1.0, 1.0), (-0.3, 2.0), (-5.0, 0.7)]:
    p_s = np.sqrt(-a / b)
    found = field_removing_well(lambda p: a*p**2/2 + b*p**4/4, p_s)
    assert abs(found / coercive_formula(a, b) - 1) < 1e-6
    p_s_alt = np.sqrt(-a / (2 * b))
    alternative = lambda p: a*p**2 + b*p**4
    found_alt = field_removing_well(alternative, p_s_alt)
    assert abs(found_alt / (4*abs(a)*p_s_alt/(3*ROOT3)) - 1) < 1e-6
    depth = alternative(0.0) - alternative(p_s_alt)
    assert abs(found_alt / (8*depth/(3*ROOT3*p_s_alt)) - 1) < 1e-6

# Example: rough values for a perovskite-oxide memory film.
P_s, chi, thickness, T = 0.20, 100.0, 10e-9, 300.0
a = -1 / (2 * eps0 * chi)
b = -a / P_s**2
E_c = coercive_formula(a, b)


def landau(p):
    return a * p**2 / 2 + b * p**4 / 4


E_numeric = field_removing_well(landau, P_s)
assert abs(E_numeric / E_c - 1) < 1e-6
assert abs(E_c / (P_s / (3*ROOT3*eps0*chi)) - 1) < 1e-12
well_depth = landau(0.0) - landau(P_s)
assert abs(well_depth / (abs(a) * P_s**2 / 4) - 1) < 1e-12

# States just before and after the jump, located on the energy curve.
grid = np.linspace(0, 1.5 * P_s, 20001)
tilted = landau(grid) + E_numeric * (1 - 1e-5) * grid
p_before = grid[np.where(np.diff(tilted) < 0)[0][-1] + 1]
negative = -grid
p_after = negative[np.argmin(landau(negative) + E_numeric * negative)]
assert abs(p_before / P_s - 1 / ROOT3) < 4e-3  # square-root approach
assert abs(p_after / P_s + 2 / ROOT3) < 2e-4   # grid spacing

# Susceptibility from the shift of the minimum under a small field.
def reduced_minimum(field):
    objective = lambda p: (landau(p*P_s) - field*p*P_s) / (abs(a)*P_s**2)
    return minimize_scalar(objective, bounds=(0.7, 1.3), method="bounded",
                           options={"xatol": 1e-10}).x


dE = 0.01 * E_c
chi_numeric = P_s * (reduced_minimum(dE) - reduced_minimum(-dE)) / (2*dE*eps0)
assert abs(chi_numeric / chi - 1) < 1e-3

# Lateral noise: reduced gradient dynamics below and above the limit.
h_limit = E_c / (abs(a) * P_s)


def relax_noisy_line(fraction):
    rng = np.random.default_rng(4)
    p = 1 + 0.05 * rng.standard_normal(200)
    dx, dt = 0.5, 0.05
    for _ in range(2400):
        laplacian = (np.roll(p, 1) + np.roll(p, -1) - 2*p) / dx**2
        p = p + dt * (p - p**3 - fraction*h_limit + laplacian)
    return p


line_below, line_above = relax_noisy_line(0.98), relax_noisy_line(1.02)
assert line_below.min() > 0.5 and line_above.max() < -1.0

# Imperfect electrodes: total effective screening length in series.
screen = 0.02e-9
a_screen = a + 1 / eps0 * screen / (thickness + screen)
assert a_screen < 0
p_scan = np.linspace(0, P_s, 100001)
E_film = a * p_scan + b * p_scan**3
voltage = E_film*thickness + (eps0*E_film + p_scan)*screen/eps0
V_screen = -voltage.min()
V_formula = (thickness + screen) * coercive_formula(a_screen, b)
assert abs(V_screen / V_formula - 1) < 1e-6
P_screen = brentq(lambda p: (a*p + b*p**3)*(thickness + screen)
                  + p*screen/eps0, 0.1*P_s, P_s)
assert abs(P_screen / np.sqrt(-a_screen/b) - 1) < 1e-8

# Purely sextic stabilization with the same P_s and susceptibility.
stiffness = 1 / (eps0 * chi)
a_six, c_six = -stiffness / 4, stiffness / (4 * P_s**4)
E_six = field_removing_well(lambda p: a_six*p**2/2 + c_six*p**6/6, P_s)

# Temperature: a is linear in temperature, b is held fixed.
curie_constant, T_hot = 1.0e5, 358.0
T_zero = T + abs(a) * eps0 * curie_constant
a_hot = (T_hot - T_zero) / (eps0 * curie_constant)
P_hot = np.sqrt(-a_hot / b)
E_hot = field_removing_well(lambda p: a_hot*p**2/2 + b*p**4/4, P_hot)
assert abs(E_hot/E_c - ((T_zero-T_hot)/(T_zero-T))**1.5) < 1e-6

# Breakdown margin and direct tunnelling at the coercive field.
E_breakdown, barrier_eV = 3e8, 1.0
assert E_c * thickness < barrier_eV
wkb = quad(lambda x: 2*np.sqrt(2*const.m_e*q_e*(barrier_eV-E_c*x))
           / const.hbar, 0, thickness)[0]

# Cylindrical critical nucleus; length unit sqrt(g/|a|), P unit P_s.
g = 1e-10
length_unit = np.sqrt(g / abs(a))


def critical_nucleus(fraction):
    """Return reduced gradient and local energies per unit height."""
    h = fraction * h_limit
    p_meta, p_top, p_stable = np.sort(np.roots([1, 0, -1, -h]).real)

    def excess(p):
        w = lambda x: -x**2/2 + x**4/4 - h*x
        return w(p) - w(p_meta)

    def equations(r, y):
        p, slope = y[0], y[1]
        return [slope, -p + p**3 - h - slope/r,
                np.pi*r*slope**2, 2*np.pi*r*excess(p)]

    def overshoot(r, y):
        return y[0] - p_meta

    def turns_back(r, y):
        return y[1]

    overshoot.terminal, overshoot.direction = True, -1
    turns_back.terminal, turns_back.direction = True, 1
    low = brentq(excess, p_top, p_stable)
    high = p_stable
    r_start = 1e-3
    for _ in range(45):
        centre = (low + high) / 2
        slope = (-centre + centre**3 - h) * r_start / 2
        path = solve_ivp(equations, (r_start, 60), [centre, slope, 0, 0],
                         method="DOP853", rtol=1e-9, atol=1e-11,
                         events=(overshoot, turns_back))
        if len(path.t_events[0]):
            high = centre
        else:
            low = centre
    return path.y[2, -1], path.y[3, -1]


nuclei = []
for fraction in (0.5, 0.7, 0.9):
    gradient_part, local_part = critical_nucleus(fraction)
    # Stationarity under radial rescaling requires zero local energy.
    assert abs(local_part) < 2e-3 * gradient_part
    reduced = gradient_part + local_part
    nuclei.append((fraction, reduced, reduced*g*P_s**2*thickness))
assert nuclei[0][2] > nuclei[1][2] > nuclei[2][2] > 0
cube_barrier = well_depth * (10e-9)**3

print("INPUTS (rough, round)")
print(f"spontaneous polarization P_s = {P_s*100:.1f} uC/cm2")
print(f"susceptibility chi at P_s = {chi:.0f} (dimensionless)")
print(f"film thickness = {thickness*1e9:.1f} nm")
print(f"temperature = {T:.0f} K")
print("HOMOGENEOUS RESULT")
print(f"|a| = {abs(a):.4e} m/F")
print(f"b = {b:.4e} m5/(C2 F)")
print(f"well depth U0 = {well_depth/q_e*1e-27*1e3:.2f} meV/nm3")
print(f"E_c, formula = {E_c/1e8:.4f} MV/cm")
print(f"E_c, vanishing well = {E_numeric/1e8:.4f} MV/cm")
print(f"E_c, converted = {E_c/1e6:.2f} MV/m")
print(f"coercive voltage = {E_c*thickness:.4f} V")
print(f"P at loss of stability = {P_s/ROOT3*100:.2f} uC/cm2")
print(f"P just before jump, numeric = {p_before*100:.2f} uC/cm2")
print(f"P after jump, numeric = {p_after*100:.2f} uC/cm2")
print(f"chi from shifted minima = {chi_numeric:.2f} (dimensionless)")
print("LATERAL NOISE TEST")
print(f"mean P/P_s at 0.98 E_c = {line_below.mean():.3f}")
print(f"mean P/P_s at 1.02 E_c = {line_above.mean():.3f}")
print("IMPERFECT ELECTRODES")
print(f"total screening length = {screen*1e9:.3f} nm")
print(f"|a| reduced to fraction = {a_screen/a:.4f}")
print(f"remanent polarization = {P_screen*100:.2f} uC/cm2")
print(f"coercive voltage = {V_screen:.4f} V")
print(f"ratio to ideal voltage = {V_screen/(E_c*thickness):.3f}")
print("OTHER CORRECTIONS")
print(f"E_c, sextic limit b=0 = {E_six/1e8:.4f} MV/cm")
print(f"ratio sextic/quartic = {E_six/E_c:.3f}")
print(f"Curie constant = {curie_constant:.1e} K")
print(f"temperature where a=0 = {T_zero:.0f} K")
print(f"E_c at {T_hot:.0f} K = {E_hot/1e8:.4f} MV/cm")
print(f"ratio hot/300 K = {E_hot/E_c:.3f}")
print(f"rough breakdown field = {E_breakdown/1e8:.1f} MV/cm")
print(f"E_c/breakdown field = {E_c/E_breakdown:.3f}")
print(f"tunnel barrier = {barrier_eV:.1f} eV (free-electron mass)")
print(f"WKB exponent = {wkb:.1f} (dimensionless)")
print("THERMAL REVERSAL")
print(f"thermal energy kT = {k_b*T/q_e:.5f} eV")
print(f"uniform 10 nm cube barrier = {cube_barrier/q_e:.1f} eV")
print(f"gradient coefficient g = {g:.1e} m3/F")
print(f"gradient length = {length_unit*1e9:.3f} nm")
print("attempt time = 1 ps per site (rough)")
for fraction, reduced, barrier in nuclei:
    print(f"at {fraction:.1f} E_c: reduced barrier = {reduced:.3f}")
    print(f"  barrier = {barrier/q_e:.3f} eV = {barrier/(k_b*T):.1f} kT")
    print(f"  waiting time = {1e-12*np.exp(barrier/(k_b*T)):.1e} s per site")
print("done: every assertion held")
```

Printed output:

```
INPUTS (rough, round)
spontaneous polarization P_s = 20.0 uC/cm2
susceptibility chi at P_s = 100 (dimensionless)
film thickness = 10.0 nm
temperature = 300 K
HOMOGENEOUS RESULT
|a| = 5.6470e+08 m/F
b = 1.4118e+10 m5/(C2 F)
well depth U0 = 35.25 meV/nm3
E_c, formula = 0.4347 MV/cm
E_c, vanishing well = 0.4347 MV/cm
E_c, converted = 43.47 MV/m
coercive voltage = 0.4347 V
P at loss of stability = 11.55 uC/cm2
P just before jump, numeric = 11.58 uC/cm2
P after jump, numeric = -23.09 uC/cm2
chi from shifted minima = 100.00 (dimensionless)
LATERAL NOISE TEST
mean P/P_s at 0.98 E_c = 0.643
mean P/P_s at 1.02 E_c = -1.157
IMPERFECT ELECTRODES
total screening length = 0.020 nm
|a| reduced to fraction = 0.6008
remanent polarization = 15.50 uC/cm2
coercive voltage = 0.2028 V
ratio to ideal voltage = 0.467
OTHER CORRECTIONS
E_c, sextic limit b=0 = 0.3021 MV/cm
ratio sextic/quartic = 0.695
Curie constant = 1.0e+05 K
temperature where a=0 = 800 K
E_c at 358 K = 0.3613 MV/cm
ratio hot/300 K = 0.831
rough breakdown field = 3.0 MV/cm
E_c/breakdown field = 0.145
tunnel barrier = 1.0 eV (free-electron mass)
WKB exponent = 90.4 (dimensionless)
THERMAL REVERSAL
thermal energy kT = 0.02585 eV
uniform 10 nm cube barrier = 35.2 eV
gradient coefficient g = 1.0e-10 m3/F
gradient length = 0.421 nm
attempt time = 1 ps per site (rough)
at 0.5 E_c: reduced barrier = 5.709
  barrier = 1.425 eV = 55.1 kT
  waiting time = 8.8e+11 s per site
at 0.7 E_c: reduced barrier = 2.797
  barrier = 0.698 eV = 27.0 kT
  waiting time = 5.4e-01 s per site
at 0.9 E_c: reduced barrier = 0.789
  barrier = 0.197 eV = 7.6 kT
  waiting time = 2.0e-09 s per site
done: every assertion held
```
